\section*{Why alpha, and not z, tells bonds apart at their centres}

\section{The question}

A semilocal density functional of the meta-generalized-gradient type sees, at each point, the density $n$, its gradient and the kinetic energy density $\tau$. Two dimensionless quantities can be built from $\tau$:
\begin{equation}
z=\frac{\tau_W}{\tau},\qquad
\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}} .
\label{eq:def}
\end{equation}
Both are meant to tell the functional what kind of region it is in. What do they report at the centre of a bond? In particular, why can $z$ not separate a covalent bond, a metal and a contact between closed shells there, how far can $\alpha$ do so, and what are the values for H$_2$, Li$_2$ and a pair of closed-shell molecules?

\section{What the two quantities compare}

Hartree atomic units are used. The systems are closed-shell, with real spatial orbitals $\phi_i$, each holding two electrons. The density is $n=2\sum_i\phi_i^2$. The positive kinetic energy density has a factor $\tfrac12$ from the kinetic energy and a factor 2 from spin, so
\begin{equation}
\tau=\sum_i|\nabla\phi_i|^2,\quad
\tau_W=\frac{|\nabla n|^2}{8n},\quad
\tau_{\rm unif}=C\,n^{5/3},\quad
C=\tfrac{3}{10}(3\pi^2)^{2/3}.
\label{eq:taus}
\end{equation}
Numerically, $C=2.871$.

Since $\nabla n=4\sum_i\phi_i\nabla\phi_i$, the second quantity is
\begin{equation}
\tau_W=\frac{16\,|\sum_i\phi_i\nabla\phi_i|^2}{8\cdot 2\sum_k\phi_k^2}
=\frac{|\sum_i\phi_i\nabla\phi_i|^2}{\sum_k\phi_k^2}.
\end{equation}
To see what $\tau$ contains beyond this, expand a sum over pairs of orbitals:
\begin{align}
\sum_{i<j}|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i|^2
&=\tfrac12\sum_{ij}\left(\phi_i^2|\nabla\phi_j|^2+\phi_j^2|\nabla\phi_i|^2
-2\phi_i\phi_j\nabla\phi_i\cdot\nabla\phi_j\right)\nonumber\\
&=\sum_i\phi_i^2\sum_j|\nabla\phi_j|^2-\Big|\sum_i\phi_i\nabla\phi_i\Big|^2 .
\end{align}
The terms with $i=j$ vanish, which is why the sum over pairs equals half the full double sum. Division by $\sum_k\phi_k^2$ gives
\begin{equation}
\tau-\tau_W=\frac{\sum_{i<j}|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i|^2}{\sum_k\phi_k^2}\;\ge 0 .
\label{eq:excess}
\end{equation}
Hence $0\le z\le1$ and $\alpha\ge0$. The excess $\tau-\tau_W$ is the kinetic energy density that arises because electrons occupy different orbitals. Both $z$ and $\alpha$ use this excess, but they measure it against different things: $z$ compares it with $\tau_W$, which depends on the density gradient, and $\alpha$ compares it with $\tau_{\rm unif}$, which depends on the density. At a bond centre the first yardstick shrinks to zero and the second does not.

\section{Parity at the centre}

Put the origin at the inversion centre of a symmetric bond, and assume that the occupied orbitals respect this symmetry. They can then be chosen gerade, $\phi(-\mathbf r)=\phi(\mathbf r)$, or ungerade, $\phi(-\mathbf r)=-\phi(\mathbf r)$. Differentiating the first relation gives $\nabla\phi(-\mathbf r)=-\nabla\phi(\mathbf r)$, so a gerade orbital has zero gradient at the origin. The second relation shows that an ungerade orbital has zero value there. The sums in Eq.~(\ref{eq:taus}) therefore separate:
\begin{equation}
n(0)=2\sum_{g}\phi_g(0)^2,\qquad
\tau(0)=\sum_{u}|\nabla\phi_u(0)|^2,\qquad
\nabla n(0)=0 .
\label{eq:parity}
\end{equation}
The last result holds because every product $\phi_i\nabla\phi_i$ contains one vanishing factor. The gerade orbitals supply the density and the ungerade orbitals supply the kinetic energy density.

With $n(0)>0$, it follows that $\tau_W(0)=0$. If at least one occupied ungerade orbital has a non-zero gradient at the centre, then $\tau(0)>0$ and
\begin{equation}
z(0)=0,\qquad
\alpha(0)=\frac{\sum_u|\nabla\phi_u(0)|^2}{C\,n(0)^{5/3}} .
\label{eq:alpha0}
\end{equation}
The value of $z$ is the same whether $\tau(0)$ is tiny or large. The value of $\alpha$ is proportional to $\tau(0)$.

The condition on $\tau(0)$ matters for H$_2$. Its single orbital is gerade, so $\tau$ and $\tau_W$ both vanish at the centre and $z$ is $0/0$ there. Away from the centre, Eq.~(\ref{eq:excess}) has no pairs to sum over, so $\tau=\tau_W$. Thus $z=1$ wherever the ratio is defined, its limit at the centre is 1, and $\alpha=0$.

In a bond without an inversion centre, Eq.~(\ref{eq:parity}) is not available. Still, $\tau_W=0$ at any critical point of the density, and $z=0$ there if $\tau>0$. The geometric midpoint is in general a different point.

\section{What a continuous function of s and z cannot recover}

One might hope to recover $\alpha$ from $z$ with the help of the reduced gradient
\begin{equation}
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .
\end{equation}
Solving for $|\nabla n|^2$ and inserting it in $\tau_W$ gives
\begin{equation}
\tau_W=\frac{4(3\pi^2)^{2/3}n^{8/3}s^2}{8n}
=\tfrac12(3\pi^2)^{2/3}n^{5/3}s^2=\tfrac53 s^2\,\tau_{\rm unif},
\end{equation}
and therefore, where $z\neq0$,
\begin{equation}
\alpha=\frac{\tau_W}{\tau_{\rm unif}}\left(\frac{\tau}{\tau_W}-1\right)
=\frac{5s^2}{3}\left(\frac1z-1\right).
\label{eq:relation}
\end{equation}
At a general point $s$ and $z$ determine $\alpha$. At the bond centre $s=0$ and $z=0$, and the right-hand side becomes zero times infinity. The values of $s$ and $z$ there no longer contain $\alpha$. It survives only in the ratio $s^2/z$, which tends to $3\alpha(0)/5$ as the centre is approached, and a function of that ratio is discontinuous at $(s,z)=(0,0)$.

This restricts what can be constructed. Suppose that an exchange functional multiplies the uniform-gas exchange energy density by a factor $F_x(s,z)$ that is continuous at $(0,0)$; a factor that depends on $s^2/z$ is in effect a function of $\alpha$ and is not covered by what follows. The uniform electron gas has $s=0$ and $z=0$, so a functional that is correct for it must have $F_x(0,0)=1$. The same value is then imposed at the centre of every bond to which Eq.~(\ref{eq:alpha0}) applies. A factor $F_x(s,\alpha)$ is fixed by the uniform gas at $(0,1)$ only, and can take other values at $(0,0)$ and at $(0,\alpha\gg1)$. SCAN uses $\alpha$ in this role.

\section{How wide the region of small z is}

The zero of $z$ occurs at a point, so its neighbourhood matters too. Move a distance $x$ from the centre along a principal direction of the density curvature, and let $n''\neq0$ be the second derivative in that direction. To leading order $|\nabla n|=|n''x|$, so
\begin{equation}
\tau_W\approx\frac{(n'')^2x^2}{8n(0)} .
\end{equation}
The excess $\tau-\tau_W$ starts from $\tau(0)$ and, by inversion symmetry, changes first in order $x^2$. Holding it constant gives
\begin{equation}
z=\frac{\tau_W}{\tau_W+(\tau-\tau_W)}\approx\frac{x^2}{x^2+w^2},\qquad
w=\frac{\sqrt{8\,n(0)\,\tau(0)}}{|n''|} .
\label{eq:dip}
\end{equation}
This is the leading behaviour as $x\to0$. At a finite $x$ it also requires that the excess, the density and its second derivative hardly change between the centre and $x$. A small ratio $x/w$ does not guarantee this. In a nearly uniform metal $n''$ is small, and $w$ can exceed the spacing of the ion planes; $z$ then returns to zero at the nearest ion plane, well inside $w$.

Equation~(\ref{eq:dip}) also connects the two cases of the previous sections. As $\tau(0)\to0$ the dip becomes narrower, but its bottom stays at zero; when $\tau(0)=0$ the dip has disappeared. With a single occupied orbital $z$ then tends to 1. With several gerade orbitals the excess is itself of order $x^2$, like $\tau_W$, and the limit of $z$ is non-zero but in general below 1. The central value of $z$ thus jumps from 0 to a finite value, while $\alpha(0)$ goes smoothly to zero.

\section{Why alpha differs between kinds of bond}

\subsection{Covalent single bond}

In a single bond the valence pair occupies a gerade $\sigma_g$ orbital. It contributes density at the centre but no $\tau$. If this pair is the whole valence shell, as in H$_2$ and Li$_2$, what remains in $\tau(0)$ comes from ungerade combinations of core orbitals. H$_2$ has no core and the $1s$ core of Li is compact, so $\alpha(0)$ is zero in the first and small in the second. Larger cores, as in Na$_2$ and K$_2$, reach further towards a centre of low density, and $\alpha(0)$ is then not small. Lone pairs or neighbouring bonds add occupied ungerade valence orbitals, which also contribute to $\tau(0)$. A multiple bond is different: its bonding $\pi_u$ orbitals vanish at the centre but cross zero there with a finite slope, so they contribute to $\tau(0)$.

\subsection{Contact between closed shells}

Let two fragments each have one doubly occupied, normalized orbital, $a(\mathbf r)$ and $b(\mathbf r)=a(-\mathbf r)$, with overlap $S=\langle a|b\rangle$. Since $\langle a\pm b|a\pm b\rangle=2(1\pm S)$, the normalized combinations are
\begin{equation}
\sigma_g=\frac{a+b}{\sqrt{2(1+S)}},\qquad
\sigma_u=\frac{a-b}{\sqrt{2(1-S)}} ,
\end{equation}
and both are filled. This assumes that the fragments are not otherwise distorted. At the centre $b=a$ and $\nabla b=-\nabla a$, so
\begin{align}
n(0)&=2\,\frac{(2a)^2}{2(1+S)}=\frac{4a^2}{1+S},\\
\tau(0)&=\frac{|2\nabla a|^2}{2(1-S)}=\frac{2|\nabla a|^2}{1-S}.
\end{align}
Define the decay rate $\kappa=|\nabla a|/|a|$ at the centre. Then $|\nabla a|^2=\kappa^2a^2=\kappa^2n(0)(1+S)/4$, and
\begin{equation}
\alpha(0)=\frac{\tau(0)}{C\,n(0)^{5/3}}
=\frac{\kappa^2}{2C\,n(0)^{2/3}}\,\frac{1+S}{1-S}.
\label{eq:contact}
\end{equation}
The density in the denominator is small in a distant contact, while $\kappa$ stays finite, so $\alpha$ is large. If the tail is exponential with constant $\kappa$ and the centres are $R$ apart, then $n(0)\propto e^{-\kappa R}$, and for small $S$ one finds $\alpha(0)\propto e^{2\kappa R/3}$.

The comparison with a covalent bond is direct. Remove the two electrons from $\sigma_u$ while keeping the orbitals fixed. The density at the centre does not change, because $\sigma_u$ vanishes there, but $\tau(0)$ and $\alpha(0)$ fall to zero. The filled antibonding orbital is invisible in $n(0)$ and $\nabla n(0)$, and it is what $\alpha$ detects.

\subsection{Metal}

For the uniform gas with Fermi wavevector $k_F$, the sums over occupied plane waves are
\begin{equation}
n=2\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad
\tau=\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,k^2=\frac{k_F^5}{10\pi^2}
=\tfrac{3}{10}k_F^2\,n .
\end{equation}
With $k_F^2=(3\pi^2n)^{2/3}$ this is $\tau=Cn^{5/3}=\tau_{\rm unif}$. The density is constant, so $\tau_W=0$, $z=0$ and $\alpha=1$. A weak lattice potential shifts $\alpha$ away from 1. At an inversion centre of the lattice the density gradient still vanishes, so $z$ remains zero. For a potential that varies in one direction only, as in the model below, this holds on the whole plane midway between ion planes.

\section{The numbers}

The molecular values come from restricted Hartree--Fock calculations in finite Gaussian basis sets. Correlation is left out. H$_2$ and Li$_2$ are taken at their computed bond lengths, 1.414 and 5.275 bohr, and N$_2$ at a chosen 2.0 bohr. The H$_2$ length is that of a double-zeta basis; a quadruple-zeta basis gives 1.387 bohr. The closed-shell contact consists of two parallel H$_2$ molecules with centres $R=6$ bohr apart, the line of centres being perpendicular to the molecules. The metal is a model of independent electrons in the potential $-V_0\cos(2\pi x/d)$, with $d=6$ bohr, Fermi level 0.12 hartree and $V_0=0.01$ hartree. It contains no ion cores.

\begin{center}
\begin{tabular}{lccc}
Centre of & $n$ (bohr$^{-3}$) & $z$ & $\alpha$\\
H$_2$ & 0.255 & $0/0$, limit 1 & 0\\
Li$_2$ & 0.0123 & 0 & 0.06\\
N$_2$ & 0.790 & 0 & 0.37\\
metal model & 0.0038 & 0 & 1.08\\
H$_2$ pair & 0.0016 & 0 & 15.7
\end{tabular}
\end{center}

The densities in the table are not converged in the basis. At the same geometries, larger sets give $n=0.269$ for H$_2$ (about 0.278 near the shorter bond length), 0.0130 for Li$_2$, 0.798 for N$_2$ and 0.0019 for the H$_2$ pair, with $\alpha=0.05$, 0.38 and 14.7 for the last three. The first two rows show that $z$ does more than merge different kinds of bond. It also separates H$_2$ from Li$_2$, although both have a single covalent bond, because Li$_2$ has core electrons and H$_2$ has none. In $\alpha$ the two are close.

\subsection{Li\texorpdfstring{$_2$}{2}}

Li$_2$ has one occupied ungerade orbital, the antisymmetric combination of the cores. It supplies all of $\tau(0)=1.050\times10^{-4}$ hartree\,bohr$^{-3}$. With $n(0)=0.01226$ bohr$^{-3}$,
\begin{equation}
\alpha(0)=\frac{1.050\times10^{-4}}{2.871\times(0.01226)^{5/3}}
=\frac{1.050\times10^{-4}}{1.872\times10^{-3}}=0.056 .
\end{equation}
A larger basis at the same bond length gives 0.049, about 13\% below the smaller-basis value, so even the leading digit is uncertain, but the smallness is settled.

The density curvature is $-3.54\times10^{-3}$ bohr$^{-5}$ across the bond and $-2.6\times10^{-3}$ bohr$^{-5}$ along it. In this calculation the centre of Li$_2$ is therefore a local maximum of the density, not a saddle point. A large even-tempered basis keeps the maximum but changes the curvatures to $-3.9\times10^{-3}$ and $-4.0\times10^{-3}$ bohr$^{-5}$, the width $w$ found below from 0.91 to 0.86 bohr, and $z$ at 1 bohr from 0.72 to 0.74. The parity argument holds for either. Across the bond, Eq.~(\ref{eq:dip}) gives
\begin{equation}
w=\frac{\sqrt{8\times0.01226\times1.050\times10^{-4}}}{3.54\times10^{-3}}
=0.91\ \text{bohr}.
\end{equation}
At $x=0.1\,w$ the formula gives $z=0.0099$ and the orbitals give 0.0100. At 1 bohr, where the excess has dropped well below its central value, the formula would give 0.55, while the computed value is 0.72. At 2 bohr $z$ has reached 0.99. Over the same 2 bohr $\alpha$ goes from 0.056 to 0.003. Across the bond, then, $z$ runs through almost its whole range while $\alpha$ stays small. Along the axis $\alpha$ does not stay small: it rises to about 7 at 1.25 bohr from the centre, where the valence pair meets a Li core, and falls again closer to the nucleus. A small $\alpha$ therefore marks the middle of this bond, not the whole of it.

\subsection{The closed-shell contact}

At $R=6$ bohr the fragment orbital has $\kappa=1.073$ bohr$^{-1}$ and $S=0.0276$. With the density of the pair, $n(0)=0.00158$ bohr$^{-3}$, Eq.~(\ref{eq:contact}) gives
\begin{equation}
\alpha(0)=\frac{(1.073)^2}{2\times2.871\times(0.00158)^{2/3}}
\times\frac{1.0276}{0.9724}\approx15.6 ,
\end{equation}
against 15.7 from the full calculation of the pair. With the density $4a^2/(1+S)$ of the unrelaxed fragments in place of the pair density, the formula gives 15.5. At $R=5$, 7 and 8 bohr the full calculation gives 9.4, 26 and 49. The steep rise with distance is the result to keep. The individual values depend on the basis: a large even-tempered set lowers them by about 18\% at 5 bohr and 6\% at 6 bohr, and raises them by about 13\% at 7 bohr and 22\% at 8 bohr. The reason is that a few Gaussian functions reproduce an exponential tail poorly. In the basis used here $\kappa$ falls from 1.17 bohr$^{-1}$ at $R=5$ bohr to 1.00 bohr$^{-1}$ at $R=8$ bohr, and this fall is mainly a basis effect. These values are therefore not a test of the estimate $\alpha(0)\propto e^{2\kappa R/3}$, which assumes a true exponential tail.

The Hartree--Fock interaction energy at 6 bohr is $+0.32$ millihartree, which is repulsive. Without correlation there is no dispersion attraction, so this calculation describes the density of a closed-shell contact and not its binding.

\section{What alpha does not do}

The values form a graded scale, not a set of labels. In N$_2$ the $\pi$ orbitals supply 97\% of $\tau(0)$ and raise $\alpha$ to 0.37, so a covalent bond need not have $\alpha$ close to zero. Nor need a single bond: Hartree--Fock in triple-zeta basis sets gives about 0.5 for Cl$_2$ (3.76 bohr), 0.7 for F$_2$ (2.67 bohr), 0.8 for Na$_2$ (5.82 bohr) and 1.6 for K$_2$ (7.4 bohr). The alkali values depend on core tails and are sensitive to the basis: a quadruple-zeta set lowers Na$_2$ to 0.6 and K$_2$ to 1.5, and gives 0.44 for Cl$_2$ and 0.67 for F$_2$. In either basis K$_2$ lies above the metal model, so the ranges of the different kinds of bond overlap. The contact has no fixed value either: $\alpha$ falls as the molecules approach. In the metal model $\alpha$ is 1.04 for $V_0=0.005$ hartree and 1.08 for 0.01 hartree; a stronger lattice potential lies outside this check. So do ion cores. Free-ion cores placed at the nearest-neighbour distance of the solid would by themselves contribute roughly 0.3 to $\alpha$ at the midpoint in sodium and 1.2 in potassium. The value 1.08 therefore describes nearly free electrons, not metals in general.

LiH, at a chosen length of 3.0 bohr, shows what happens without an inversion centre. The density critical point lies 1.34 bohr from Li. There $z=0$ and $\alpha=3.2$. At the geometric midpoint, only 0.16 bohr away, $z=0.15$ (0.14 in a quadruple-zeta basis) and $\alpha=1.4$. The large $\alpha$ at the critical point would fit a picture in which the closed Li core meets an electron pair held mainly by H, much like a closed-shell contact. That reading is a conjecture; the calculation does not test it.

The numerical check compares Eqs.~(\ref{eq:alpha0}), (\ref{eq:relation}), (\ref{eq:dip}) and (\ref{eq:contact}) with values computed directly from the orbitals.

\section*{Calculated quantities}
\begin{verbatim}
Basis sets: H2 and H2 pair aug-cc-pvdz; Li2, N2, LiH def2-tzvpp
C = 2.87123 (tau_unif = C n^(5/3), atomic units)
H2 computed bond length = 1.414 bohr
H2 centre: n=0.25537 bohr^-3, tau=8.048e-32 Ha/bohr^3, z=0/0, alpha=0.0000
H2, 0.05 bohr from centre on axis: z = 1.0000
H2, 0.30 bohr from centre on axis: z = 1.0000
Li2 computed bond length = 5.275 bohr
Li2 centre: n=0.01226 bohr^-3, tau=1.050e-04 Ha/bohr^3, z=0.0000, alpha=0.0561
Li2 occupied ungerade orbitals = 1, alpha from parity formula = 0.0561
Li2 centre, def2-qzvpp, same length: alpha = 0.0489
Li2 density curvature: across bond -3.540e-03, along bond -2.615e-03 bohr^-5
Li2 dip width w across bond = 0.907 bohr
Li2 z at 0.1 w: direct 0.00996, dip formula 0.00990
Li2, 0.25 bohr across bond: z=0.0739, alpha=0.0535
Li2, 0.50 bohr across bond: z=0.2688, alpha=0.0466
Li2, 1.00 bohr across bond: z=0.7196, alpha=0.0270
Li2, 2.00 bohr across bond: z=0.9886, alpha=0.0034
N2 centre (chosen length 2.0 bohr): n=0.79020 bohr^-3, tau=7.268e-01 Ha/bohr^3, z=0.0000, alpha=0.3748
N2 occupied ungerade orbitals = 4, share of tau from pi orbitals = 0.971
LiH chosen length 3.0 bohr; density critical point 1.336 bohr from Li
LiH critical point: n=0.04095 bohr^-3, tau=4.514e-02 Ha/bohr^3, z=0.0000, alpha=3.2314
LiH geometric midpoint: n=0.04430 bohr^-3, tau=2.578e-02 Ha/bohr^3, z=0.1503, alpha=1.3757
H2 pair: molecules parallel, centres R apart, at the pair centre
R=5 bohr: n=0.00484 bohr^-3, tau=3.758e-03 Ha/bohr^3, z=0.0000, alpha=9.4466
  kappa=1.172 bohr^-1, S=0.0630, fragment formula alpha=9.436, HF interaction=1.737 mHa
R=6 bohr: n=0.00158 bohr^-3, tau=9.634e-04 Ha/bohr^3, z=0.0000, alpha=15.6616
  kappa=1.073 bohr^-1, S=0.0276, fragment formula alpha=15.545, HF interaction=0.319 mHa
R=7 bohr: n=0.00056 bohr^-3, tau=2.894e-04 Ha/bohr^3, z=0.0000, alpha=26.1211
  kappa=1.000 bohr^-1, S=0.0116, fragment formula alpha=25.976, HF interaction=0.068 mHa
R=8 bohr: n=0.00021 bohr^-3, tau=1.065e-04 Ha/bohr^3, z=0.0000, alpha=49.3610
  kappa=0.998 bohr^-1, S=0.0048, fragment formula alpha=49.215, HF interaction=0.020 mHa
Metal model: plane spacing 6.0 bohr, Fermi level 0.12 Ha; midway between ion planes
V0=0.000 Ha: n=0.00397 bohr^-3, tau=2.859e-04 Ha/bohr^3, z=0.0000, alpha=1.0000
V0=0.005 Ha: n=0.00388 bohr^-3, tau=2.852e-04 Ha/bohr^3, z=0.0000, alpha=1.0382
V0=0.010 Ha: n=0.00379 bohr^-3, tau=2.851e-04 Ha/bohr^3, z=0.0000, alpha=1.0786
\end{verbatim}
